# Discrete ordinates for a scattering slab, from ballistic to diffusive

## Two directions

Let carriers cross a slab of thickness \(L\) in which they scatter elastically with mean free path \(\lambda\). Measure lengths in units of \(\lambda\), so that the thickness is \(l=L/\lambda\). Suppose first that they can move along only two directions, with direction cosines \(+\mu_0\) and \(-\mu_0\) to the normal, and that each scattering chooses either with probability one half. The occupations \(f_\pm(x)\) obey

\[
\mu_0 f_+'=-f_++\tfrac12(f_++f_-)=-\tfrac12(f_+-f_-),
\]
\[
-\mu_0 f_-'=-f_-+\tfrac12(f_++f_-)=+\tfrac12(f_+-f_-).
\]

Both derivatives equal \(-(f_+-f_-)/(2\mu_0)\), so \(d=f_+-f_-\) is constant. Nothing enters from the right, \(f_-(l)=0\), hence \(f_+(l)=d\) and \(f_+(0)=d+dl/(2\mu_0)\). The transmitted fraction is

\[
T=\frac{f_+(l)}{f_+(0)}=\frac{2\mu_0}{l+2\mu_0}.
\]

Now let a reservoir fill all inward directions equally. Its flux is weighted by \(\mu\), and the mean cosine of that flux is \(\int_0^1\mu^2d\mu/\int_0^1\mu\,d\mu=2/3\). Putting \(\mu_0=2/3\) gives the interpolation

\[
T_s=\frac{4/3}{l+4/3}.
\]

It is right at \(l=0\) and, as shown below, in its leading term \(4/(3l)\) for thick slabs. What it loses is the spread of directions. To find the size of that loss we need a solution with many directions whose own error is much smaller.

## The full problem and the naive scheme

Take a uniform, field-free slab, isotropic scattering and no absorption. The occupation \(f(x,\mu)\) obeys

\[
\mu\,\partial_x f=-f+n,\qquad n(x)=\tfrac12\int_{-1}^{1}f\,d\mu,
\]

with \(f(0,\mu>0)=1\) and \(f(l,\mu<0)=0\). The flux \(F=\int_{-1}^1\mu f\,d\mu\) is constant, because integrating the right side over \(\mu\) gives \(-2n+2n=0\). The incident flux is \(\int_0^1\mu\,d\mu=1/2\), so \(T=2F\).

A naive program chooses Gauss nodes on \((-1,1)\), lays a mesh over \(x\), guesses \(n\), sweeps along each direction, recomputes \(n\), and repeats. Three things go wrong.

**Iteration.** For a density \(n=e^{itx}\) in an unbounded medium, one sweep gives \(f=e^{itx}/(1+it\mu)\), whose angular average is \(n\) times

\[
\rho=\tfrac12\int_{-1}^{1}\frac{d\mu}{1+it\mu}=\frac{\arctan t}{t}\simeq1-\frac{t^2}{3}.
\]

The slowest error in a thick slab has \(t\simeq\pi/l\), so to leading order \(3l^2/\pi^2\) sweeps are needed to reduce it by a factor \(e\) (this is 9% too few at \(l=30\) and 25% too few at \(l=10\)). Worse, the remaining error is \(\rho/(1-\rho)\) times the last change. A small change is therefore no sign of convergence.

**Mesh.** The centred difference \(\mu(f_b-f_a)/h=-(f_a+f_b)/2\), without source, gives

\[
f_b=\frac{1-h/(2\mu)}{1+h/(2\mu)}\,f_a .
\]

The factor is negative when \(h>2\mu\), so along nearly grazing directions the influence of the boundary alternates in sign from one mesh point to the next instead of decaying. The angular averages suffer little: for \(l=3\) and \(h=0.25\), the mesh changes \(T\) by less than 0.003% at a fixed set of angles. But the occupations along those directions are wrong near the faces unless the mesh is refined.

**Angles.** At the left face the incoming occupation is 1, but a carrier leaving at grazing angle carries the local density: letting \(\mu\to0^-\) in the transport equation gives \(f=n(0)<1\). The occupation jumps at \(\mu=0\), and a polynomial rule laid across the jump integrates it poorly.

The last fault suggests separate nodes for the two half-ranges. The first two suggest solving the \(x\) dependence analytically.

## Ordinates and modes

Let \(\mu_i,w_i\), \(i=1,\dots,N\), be the Gauss nodes and weights on \((0,1)\), and use each node with both signs:

\[
\pm\mu_i f_i^{\pm\prime}=-f_i^\pm+n,\qquad n=\tfrac12\sum_iw_i(f_i^++f_i^-).
\]

For \(N\ge2\) the rule integrates \(1,\mu,\mu^2\) exactly: \(\sum w_i=1\), \(\sum w_i\mu_i=\frac12\), \(\sum w_i\mu_i^2=\frac13\). The single node \(\mu=\frac12\) would give \(\frac14\) for the last sum, and from the two-direction formula \(T=1/(l+1)\), which is 25% low in a thick slab. So \(N\ge2\) is required.

Seek solutions \(f=e^{-kx}\varphi(\mu)\) with \(k\ne0\). They satisfy \((1-k\mu)\varphi=\nu\), where \(\nu\) is the angular average of \(\varphi\). If \(\nu\) vanished, \(\varphi\) could be nonzero only at the one signed node where \(k\mu=1\), and its average would not vanish. Hence \(\nu\neq0\), and we may set \(\nu=1\):

\[
\varphi=\frac1{1-k\mu},\qquad
1=\frac12\sum_iw_i\left[\frac1{1-k\mu_i}+\frac1{1+k\mu_i}\right]=\sum_i\frac{w_i}{1-k^2\mu_i^2}.
\]

Subtracting \(\sum w_i=1\) and dividing by \(k^2\) leaves

\[
\sum_i\frac{w_i\mu_i^2}{1-k^2\mu_i^2}=0 .
\]

As a function of \(k^2\) the left side increases, and runs from \(-\infty\) to \(+\infty\) between neighbouring poles \(1/\mu_i^2\). It has one zero in each of the \(N-1\) gaps. Its numerator has degree \(N-1\) in \(k^2\), so there are no others. All positive roots satisfy \(k_j>1/\mu_{\max}>1\).

With both signs of \(k_j\) this makes \(2N-2\) modes. The missing two are a constant and \(x-\mu\). The latter has \(n=x\), and both sides of its transport equation equal \(\mu\).

Root searches close to poles can be avoided. Put \(s_i=f_i^++f_i^-\) and \(d_i=f_i^+-f_i^-\). Adding and subtracting the two equations gives \(\mu_is_i'=-d_i\) and \(\mu_id_i'=-s_i+\sum_jw_js_j\), so

\[
\mu_i^2s_i''=s_i-\sum_jw_js_j .
\]

With \(s''=k^2s\) and \(z_i=\sqrt{w_i}\,\mu_is_i\), this becomes a symmetric eigenproblem:

\[
\sum_jA_{ij}z_j=k^2z_i,\qquad
A_{ij}=\frac{\delta_{ij}-\sqrt{w_iw_j}}{\mu_i\mu_j}.
\]

One eigenvalue is zero, with \(z_i\propto\sqrt{w_i}\,\mu_i\), and belongs to the constant and linear solutions. The others are \(k_j^2\).

## Boundary conditions without growing exponentials

Propagating the occupations from left to right would involve factors \(e^{+k_jl}\), which overwhelm the wanted solution in a thick slab. The remedy is to attach each decaying mode to its own face. Symmetry then halves the number of unknowns.

If both reservoirs are full, \(f=1\) throughout. By linearity this is the sum of our solution and its mirror image, so \(f(x,\mu)+f(l-x,-\mu)=1\), provided the solution is unique. To see that it is, consider the difference of two solutions, which has no incoming carriers. Multiply its equation by \(wf\) and sum over all signed nodes:

\[
\frac{d}{dx}\,\frac12\sum_iw_i\mu_i\left[(f_i^+)^2-(f_i^-)^2\right]=-\sum_{i,\pm}w_i(f_i^\pm-n)^2\le0 .
\]

Integrated over the slab, the left side is the non-negative sum of the squared outgoing terms. Both sides must vanish. Then \(f=n\) everywhere, the equation makes it constant, and the boundary makes it zero.

Thus \(g=f-\frac12\) changes sign under the mirror operation, and has the form

\[
g=B\left(x-\tfrac l2-\mu\right)+\sum_{j=1}^{N-1}a_j\left[\frac{e^{-k_jx}}{1-k_j\mu}-\frac{e^{-k_j(l-x)}}{1+k_j\mu}\right].
\]

The left boundary condition \(g(0,\mu_i)=\frac12\) supplies \(N\) equations for the \(N\) unknowns \(B,a_j\):

\[
-B\left(\tfrac l2+\mu_i\right)+\sum_ja_j\left[\frac1{1-k_j\mu_i}-\frac{e^{-k_jl}}{1+k_j\mu_i}\right]=\frac12 .
\]

The right boundary condition follows by symmetry. A decaying mode carries no flux, since its flux would vary as \(e^{-k_jx}\) whereas flux is constant. The linear mode carries

\[
F=\sum_iw_i\mu_i\left[(-B\mu_i)-(B\mu_i)\right]=-\frac{2B}{3}.
\]

Division by the incident flux \(\frac12\) gives \(T=-4B/3\).

The algorithm is therefore: form the nodes, diagonalize \(A\), discard the zero eigenvalue, build the \(N\times N\) linear system, and read \(T\) from \(B\). Each column should be divided by its largest entry before solving, because some \(k_j\mu_i\) lie close to 1. There is no mesh in \(x\) and no iteration over scatterings. A new thickness needs one new linear solve, of order \(N^3\) operations. The remaining discretization is in angle.

## The thick slab

When \(e^{-k_jl}\) is negligible, the faces no longer influence each other through the decaying modes. Divide the boundary equations by \(B\), write \(\alpha_j=a_j/B\), and define \(q\) by \(1/(2B)+l/2=-q\). They become

\[
S(\mu_i)=0,\qquad S(\mu)=q-\mu+\sum_j\frac{\alpha_j}{1-k_j\mu}.
\]

The definition of \(q\) gives \(B=-1/(l+2q)\), hence

\[
T=\frac{4/3}{l+2q}.
\]

Away from the faces the density is \(n=\frac12+B(x-l/2)\). This line reaches 1 at \(x=-q\) and 0 at \(x=l+q\). So \(q\) is the distance, in mean free paths, by which a diffusion calculation must extend the slab at each end.

To find \(q\), multiply \(S\) by \(\prod_j(1-k_j\mu)\). The result is a polynomial of degree \(N\) whose zeros are the \(N\) nodes. Therefore

\[
S(\mu)=C\,\frac{\prod_{i=1}^N(\mu-\mu_i)}{\prod_{j=1}^{N-1}(\mu-1/k_j)} .
\]

At large \(\mu\), the definition gives \(S=-\mu+q+O(1/\mu)\), and the quotient gives \(C[\mu-\sum\mu_i+\sum1/k_j+O(1/\mu)]\). Comparing terms, \(C=-1\) and

\[
q=\sum_{i=1}^N\mu_i-\sum_{j=1}^{N-1}\frac1{k_j}.
\]

For \(N=2\) this can be done by hand. The nodes have sum 1 and product \(1/6\), and each weight is \(\frac12\). The trace of \(A\) is its one nonzero eigenvalue:

\[
k^2=\frac12\left(\frac1{\mu_1^2}+\frac1{\mu_2^2}\right)=\frac12\,\frac{1-2/6}{1/36}=12 .
\]

So \(q=1-1/\sqrt{12}\simeq0.711\). Two angles per half-range already give a good extrapolation length.

For continuous angles, use the fact that the \(k_j\) are zeros of a known function:

\[
3\sum_i\frac{w_i\mu_i^2}{1+t^2\mu_i^2}
=\frac{\prod_j(1+t^2/k_j^2)}{\prod_i(1+t^2\mu_i^2)} .
\]

Both sides have the same poles and zeros in \(t^2\), and both equal 1 at \(t=0\). Next, the integral \(I(a)=\int_0^\infty t^{-2}\ln(1+a^2t^2)\,dt\) has \(I(0)=0\) and \(I'(a)=\int_0^\infty2a\,dt/(1+a^2t^2)=\pi\), so \(I=\pi a\). Taking the logarithm of the product, dividing by \(t^2\) and integrating gives \(\pi(\sum1/k_j-\sum\mu_i)=-\pi q\).

As \(N\to\infty\) the sum on the left tends to \(\int_0^1\mu^2d\mu/(1+t^2\mu^2)=(1-\arctan t/t)/t^2\). The limit may be taken inside the integral, because three times the sum lies between \(1/(1+t^2)\) and 1, which bounds the integrand by the integrable function \(t^{-2}\ln(1+t^2)\). Thus

\[
q=-\frac1\pi\int_0^\infty\frac{dt}{t^2}\ln\left[\frac{3}{t^2}\left(1-\frac{\arctan t}{t}\right)\right].
\]

Numerical quadrature gives \(q=0.710446\) and \(2q=1.42089\), the constant 1.4209 of the thick-slab law. The discrete sum gives 0.710472 for \(N=4\) and 0.710447 for \(N=8\).

## The thin slab and the error of the interpolation

A carrier with cosine \(\mu\) travels a distance \(l/\mu\) through a thin slab. Averaged over the incident flux, its scattering probability is

\[
2\int_0^1\mu\,\frac l\mu\,d\mu=2l .
\]

Half the scattered carriers go back, so \(T=1-l+\dots\). Directions with \(\mu\lesssim l\) do not obey the small-probability estimate. They add a term \(\tfrac12l^2\ln(1/l)\), which leaves the linear term intact. Repeated scattering does not alter the even division between the two faces at this order.

The interpolation begins as \(1-3l/4\). It represents the incident flux by the single cosine \(2/3\), for which the path is \(3l/2\), whereas the true mean path is \(2l\). The two differ because the mean of \(1/\mu\) over the flux exceeds the reciprocal of the mean of \(\mu\).

Define \(q(l)\) at any thickness by \(T=(4/3)/(l+2q(l))\). The relative error of the interpolation is then

\[
\frac{T_s}{T}-1=\frac{2q(l)-4/3}{l+4/3}.
\]

It starts as \(l/4\) and ends as \(0.0876/(l+4/3)\), so it must have a maximum between. With \(N=32\) the scheme gives the following values; errors are relative to the computed \(T\).

| \(l\) | \(T\) | \(2q(l)\) | interpolation | thick-slab law |
|---|---|---|---|---|
| 0.1 | 0.9157 | 1.3561 | +1.59% | −4.26% |
| 0.3 | 0.7936 | 1.3802 | +2.87% | −2.37% |
| 1 | 0.5534 | 1.4093 | +3.26% | −0.48% |
| 3 | 0.3016 | 1.4202 | +2.00% | −0.015% |
| 10 | 0.1167 | 1.4209 | +0.77% | below 0.001% in size |

The largest error of the interpolation is 3.37%, at \(l=0.69\). The two formulas err equally in size at \(l=0.25\). Beyond \(l=1.84\) the thick-slab law is within 0.1%, while the interpolation, once past its largest error, returns to within 1% only beyond \(l=7.4\). At \(l=0\) the thick-slab law gives \((4/3)/1.4209=0.938\) instead of 1.

The early success of the thick-slab law reflects the rapid loss of contact between the faces. The difference \(2q-2q(l)\) is \(6.8\times10^{-4}\) at \(l=3\) and \(5.6\times10^{-5}\) at \(l=5\). This fall by a factor of 12 exceeds \(e^2\simeq7.4\), consistent with decay constants \(k_j>1\).

Absorption changes the thick limit. If a fraction \(1-c\) of collisions removes the carrier, the mode condition becomes \(1=c\sum w_i/(1-k^2\mu_i^2)\simeq c(1+k^2/3)\) at small \(k\). For \(1-c\ll1\) the zero root moves to \(k\simeq\sqrt{3(1-c)}\). The linear profile, and with it the \(1/l\) law, fails once \(kl\) is comparable with 1. The incident distribution matters too: a grazing beam first scatters at the face, a normal beam typically about \(\lambda\) inside, so their transmissions differ from the isotropic result.

## Electrons crossing a thin transistor base

Consider minority electrons in the neutral p-type base of a silicon n-p-n transistor at 300 K. Take a width of 20 nm, acceptor density \(10^{19}\) cm\(^{-3}\), mobility 250 cm²/Vs and effective mass \(0.26\,m_e\), all rough typical values. The emitter supplies the inward half of a Maxwellian of full density \(n_0=10^{17}\) cm\(^{-3}\), and the collector returns nothing.

Let \(\lambda\) be independent of energy, so that all carriers have the same \(T\). With mean speed \(\bar v=\sqrt{8k_BT_0/(\pi m)}\) at temperature \(T_0\), the diffusion constant is \(D=\langle v_x^2\lambda/v\rangle=\lambda\bar v/3\). The one-way flux is \(n_0\bar v\,\frac12\int_0^1\mu\,d\mu=n_0\bar v/4\). Therefore

\[
J=\frac{en_0\bar v}{4}\,T,
\]

which in a thick base becomes \((en_0\bar v/4)(4\lambda/3L)=eDn_0/L\), the diffusion result.

The Einstein relation \(D=\mu_nk_BT_0/e\), where \(\mu_n\) is the mobility, gives 6.46 cm²/s, and \(\bar v=2.11\times10^7\) cm/s. Hence

\[
\lambda=\frac{3D}{\bar v}=9.19\ \text{nm},\qquad l=\frac{20}{9.19}=2.18,\qquad T=0.371 .
\]

The ballistic current density is 0.845 mA/µm², so \(J=0.845\times0.371=0.313\) mA/µm². The thick-slab law agrees to 0.06%. The interpolation gives 0.321 mA/µm², or 2.4% too much. Plain diffusion, with \(n_0\) at one face and zero at the other, gives 0.518 mA/µm², about 65% too much and still well below the ballistic limit.

Whether 2.4% matters depends on what the model omits. The following are separate estimates, not terms to be added.

- **Energy-dependent path, −10.5%.** I used Born scattering from a Coulomb potential screened by a nondegenerate hole gas, adjusted to the same \(D\), and averaged \(T\) over the energy distribution of the incident particle flux. At this doping Fermi statistics of the holes lengthen the screening by 5 to 9% for a valence-band effective density of states between \(3.1\) and \(1.8\times10^{19}\) cm\(^{-3}\), which changes the result to between −11.2% and −11.6%. The scattering is taken as elastic; complete exchange of energy at every collision would give −9.3% instead of −10.5%. The Born approximation is marginal here, since the screening length, 1.3 nm, is not small compared with the effective Bohr radius, 2.4 nm. Partial waves for the same potential, which repels electrons from acceptors, give about −7%. This potential alone would give a mobility of about 660 cm²/Vs (Born) or 1070 cm²/Vs (partial waves), well above the 250 assumed. The adjustment to the same \(D\) therefore assigns its energy dependence to scattering by holes and phonons as well, and these figures show only the possible size of the effect. The sign follows from the thick-slab law: \(T=(4/3)\lambda/(L+2q\lambda)\) is concave in \(\lambda\), while fixed \(D\) fixes the flux-weighted mean of \(\lambda\).
- **Scattering angle, −0.1%.** The same potential at energy \(2k_BT_0\) has mean scattering cosine 0.385. Discrete ordinates with this angular pattern, at fixed transport path (scattering path divided by one minus that cosine), hardly change \(T\).
- **Return from the collector, −3.5%.** For \(10^{17}\) cm\(^{-3}\) donors and a 1.5 V junction drop, the depletion approximation gives a peak field of 0.21 MV/cm. Electrons lose \(k_BT_0\) of potential energy in 1.2 nm, and the estimate adds this length to the base. It gives only the order of magnitude. Following elastically scattered carriers through a uniform field of this size gives no unique number, because without energy loss a carrier can return from any depth. If the mean free path in the collector equals that in the base, the change is about −7%, −9% and −14% when carriers are counted as collected after a potential-energy drop of 10, 20 and 58 \(k_BT_0\) (the last is the full 1.5 V). For a path 2.5 times longer it is about −2.5%, −3.4% and −5%. In silicon, phonon emission limits the depth from which carriers return, and this was not computed.
- **Anisotropic mass, −1.7%.** This averages the one-way velocity over six valleys with masses 0.92 and \(0.19\,m_e\), for transport along a cube axis at fixed \(D\). Treating the valleys separately, with diffusion constants inversely proportional to their masses and the same mean \(D\), gives −3.3%.
- **Recombination, −0.002%.** This is the change of \(T\) when weak absorption corresponding to a lifetime \(\tau=10\) ns is added to the slab. The recombination current itself is 0.005% of \(J\); part of it comes from electrons that would otherwise have returned to the emitter.

The model also omits any grading of the base. A built-in potential drop of \(k_BT_0/e\) that helps the electrons multiplies the diffusive current by \(1/(1-e^{-1})=1.58\) at fixed \(n_0\), far more than the interpolation error. The width and doping chosen here suit a thin, heavily doped base; the mobility is uncertain, and \(\lambda\) follows it in proportion. The semiclassical description is itself under some strain: at energy \(2k_BT_0\), wave number times mean free path is 5.5, not a very large number. Interference between different scattering centres was not computed. For this example the thick-slab law removes the angular error at no cost, but the current is not thereby known to 0.1%.
